\section*{Electronic and ionic screening in rocksalt, from long waves to charged supercells}

\section{One long polarization wave}

Take a rocksalt crystal (cube edge $a$, primitive volume $v=a^3/4$, ion charges $\pm Z$, Hartree units) and apply a longitudinal field $E_0$, produced by external charge, whose wavelength is much longer than $a$. Each cell can respond in two ways. The anion acquires an electronic dipole $p$ at cost $p^2/2\alpha$ (a linearized shell). The sublattices shift by $w=u_+-u_-$ against central nearest-neighbour springs $A$; two bonds per cell lie along any cube axis, so the cost is $\tfrac12Kw^2$ with $K=2A$. The cell dipole is $\mu=Zw+p$.

Two dipoles interact as $\mu_1T\mu_2$ with $T=-\nabla\nabla(1/r)$, whose Fourier transform is $4\pi\hat k\hat k$. By Poisson summation the lattice sum $\sum T(\mathbf r)e^{i\mathbf k\cdot\mathbf r}$ is the $\mathbf G=0$ term $(4\pi/v)\hat k\hat k$ plus a part analytic in $\mathbf k$, which cubic symmetry makes $c\,\delta_{ab}$ at $k=0$. Since $T$ is traceless for $r\neq0$, $4\pi/v+3c=0$, for either pair of sublattices:
\begin{equation}
T(\mathbf k)\to\frac{4\pi}{v}\Big(\hat k\hat k-\tfrac13\Big),\qquad \lambda_L=\frac{8\pi}{3v},\quad \lambda_T=-\frac{4\pi}{3v},
\end{equation}
where $\lambda_{L,T}$ are the longitudinal and transverse eigenvalues. The response energy per cell is
\begin{equation}
U=\tfrac12Kw^2+\frac{p^2}{2\alpha}+\tfrac12\lambda\mu^2-\mu E_0 .\label{U}
\end{equation}
Stationarity in $p$ gives $p=\alpha E_{\rm loc}$ with $E_{\rm loc}=E_0-\lambda_L\mu$; stationarity in $w$ gives $Kw=ZE_{\rm loc}$. Hence $\mu=\alpha_tE_{\rm loc}$, where $\alpha_t=\alpha$ if $w$ is held at zero and $\alpha_t=\alpha+Z^2/K$ if it is free. With $x=4\pi\alpha_t/3v$, so that $\lambda_L\alpha_t=2x$, one finds $\mu=\alpha_tE_0/(1+2x)$. At the minimum of a quadratic plus a linear form the energy is half the linear term, $U=-\tfrac12\mu E_0$. Adding the bare field energy,
\begin{equation}
\frac{vE_0^2}{8\pi}+U=\frac{vE_0^2}{8\pi}\Big(1-\frac{3x}{1+2x}\Big)=\frac{vE_0^2}{8\pi}\,\frac1\varepsilon,\qquad \varepsilon=\frac{1+2x}{1-x}.\label{mode}
\end{equation}
Clamped ions give $\varepsilon_\infty$ and free ions give $\varepsilon_0$: the constant contains the variables over which the energy was minimized. With the rough MgO-like sizes $\varepsilon_\infty\approx3$, $\varepsilon_0\approx10$, electrons remove $2/3$ of the bare energy, ions a further
$\Delta\equiv1/\varepsilon_\infty-1/\varepsilon_0=0.2333$, and $0.1$ remains.

\section{The ionic contribution alone}

Minimize \eqref{U} over $p$ at fixed $w$. The $p$-dependent terms are $\tfrac12p^2(1/\alpha+\lambda)-pb$ with $b=E_0-\lambda Zw$, with minimum $-\tfrac12\alpha b^2/(1+\lambda\alpha)$. Adding the remaining terms $\tfrac12(K+\lambda Z^2)w^2-ZwE_0$ and expanding $b^2$,
\begin{equation}
U=\tfrac12\Big(K+\frac{\lambda Z^2}{1+\lambda\alpha}\Big)w^2-\frac{ZwE_0}{1+\lambda\alpha}-\frac{\alpha E_0^2}{2(1+\lambda\alpha)}.
\end{equation}
Call the bracket $K_{TO}$ or $K_{LO}$. A transverse wave has no macroscopic field, and at $E_0=0$ its dipole is $Zw/(1-x_\infty)$; this defines the Born charge $Z^*=Z(\varepsilon_\infty+2)/3$, because $1-x_\infty=3/(\varepsilon_\infty+2)$. Using $1+2x_\infty=\varepsilon_\infty(1-x_\infty)$,
\begin{equation}
K_{LO}-K_{TO}=\frac{4\pi Z^2}{3v}\Big[\frac2{1+2x_\infty}+\frac1{1-x_\infty}\Big]=\frac{4\pi Z^2}{v(1+2x_\infty)(1-x_\infty)}=\frac{4\pi Z^{*2}}{v\varepsilon_\infty},
\end{equation}
and the longitudinal energy, bare part included, is
\begin{equation}
\frac{vE_0^2}{8\pi\varepsilon_\infty}+\tfrac12K_{LO}w^2-\frac{Z^*}{\varepsilon_\infty}wE_0 .\label{born}
\end{equation}
Its minimum lies at $w_0=Z^*E_0/(\varepsilon_\infty K_{LO})$, with gain $Z^{*2}E_0^2/(2\varepsilon_\infty^2K_{LO})$. By \eqref{mode} this gain equals $(vE_0^2/8\pi)\Delta$, so $\Delta=(K_{LO}-K_{TO})/(\varepsilon_\infty K_{LO})$ and $\varepsilon_0/\varepsilon_\infty=K_{LO}/K_{TO}$, the Lyddane--Sachs--Teller relation. A soft transverse mode enlarges the ionic part; $Z^*\to0$ removes it.

\section{From one wave to the supercell}

Fix an extra point charge $q$ on a cation site, repeated in a rigid cube $L=Na$ of volume $\Omega=N_cv$, $N_c=4N^3$, with a neutralizing background. The site dipoles are $Zu_+$ and $-Zu_-+p$. Like-ion second-neighbour springs $C$ are added as a parameter that leaves the long optical waves, and so $\varepsilon_0$, unchanged. They stiffen short waves and also long acoustic waves, adding $4C/a$ to $c_{11}$ and $2C/a$ to $c_{44}$; the value used below roughly doubles both (to about 580 and 250 GPa, well above MgO), so the model is MgO-like in its dielectric response and not in its elasticity. To order $q^2$, and dropping the $L$-independent energy of $q$ in the host potential,
\begin{equation}
E(L)=-\frac{\alpha_Mq^2}{2L}+\min\Big[\sum\frac{p^2}{2\alpha}+\tfrac12u\Phi u+\tfrac12\mu T\mu-\mu\cdot E_q\Big],
\end{equation}
with $\Phi$ the spring matrix and $E_q$ the bare field of the charges. No on-site Coulomb term appears, because the host field gradient at a cubic site is isotropic and traceless, hence zero. The first term is $q^2/2$ times the Ewald self-potential of a unit charge,
\begin{equation}
\frac1\Omega\sum_{\mathbf k\ne0}\frac{4\pi}{k^2}-\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}=-\frac{\alpha_M}{L},\qquad\alpha_M=2.837297.\label{mad}
\end{equation}
The quadratic form has the host periodicity, so it separates over the $N_c$ wave vectors $\mathbf k=2\pi\mathbf n/L$ of the Brillouin zone. The field is odd under inversion, so its Bloch amplitude is $-iq\mathbf e(\mathbf k)$ with $\mathbf e$ real, $\mathbf e(0)=0$ and $\mathbf e\to4\pi\hat k/(vk)$. Each $\mathbf k$ is minimized separately:
\begin{equation}
E(L)=-\frac{\alpha_Mq^2}{2L}+\frac1{2\Omega}\sum_{\mathbf k\neq0}g(\mathbf k),\qquad g=-vq^2f^TM^{-1}f,\label{bloch}
\end{equation}
where $f$ is the force per unit $q$ and $M$ the stiffness, $9\times9$ for $(u_+,u_-,p)$ or $3\times3$ for $p$ alone.

Poisson summation turns $\Omega^{-1}\sum_{\mathbf k}g$ minus its integral (which gives $E_\infty$) into a sum of the transform of $g$ over image positions $\mathbf R\ne0$. A non-polynomial term of $g$, homogeneous of degree $n$ in $k$, has a transform that scales as $R^{-(n+3)}$ and contributes $L^{-(n+3)}$; the transform of a polynomial term vanishes at $\mathbf R\ne0$. The contributions are these.

\emph{Optical and electronic long waves.} With $E_0=4\pi q/(vk)$, $g=2vU=-4\pi q^2(1-1/\varepsilon)/k^2$. By \eqref{mad} this adds $+(1-1/\varepsilon)\alpha_Mq^2/2L$.

\emph{Short-range terms.} Beyond $\hat k\hat k$ and $\hat k/k$, $M$ is analytic and even and $f$ analytic and odd, so the following terms have $n=0,2,\dots$, giving $L^{-3},L^{-5},\dots$. The omitted $\mathbf k=0$ term also scales as $1/\Omega$. The springs $C$ enter through $1-\cos\mathbf k\cdot\mathbf d=O(k^2)$.

\emph{Acoustic waves.} Their stiffness is $O(k^2)$. The direct force $Z(\mathbf e_+-\mathbf e_-)$ is $O(k)$, and inversion makes the coupling to the $O(1/k)$ optical amplitude $O(k^2)$, so force squared over stiffness has $n=0$. In a piezoelectric crystal the coupling is $O(k)$, this term has $n=-2$, and strain joins the screening of a relaxed defect.

For a localized charge on which the host lattice exerts no net force, in a cubic, non-piezoelectric insulator in linear response, therefore,
\begin{equation}
E(L)=E_\infty-\frac{\alpha_Mq^2}{2\varepsilon L}+O(L^{-3}),
\end{equation}
and the wrong constant shifts the corrected energy by $\pm\alpha_Mq^2\Delta/2L$, upward for a relaxed defect. In real space, $w\propto r^{-2}$ far from the charge, and the ionic gain outside a large radius $R$ is $\int_R^\infty4\pi r^2\,\Delta\,(q/r^2)^2/8\pi\,dr=q^2\Delta/2R$. This tail has the same scaling, $q^2\Delta$ over a length, as the cell error. It equals $\alpha_Mq^2\Delta/2L$ only for $R=L/\alpha_M\approx0.35L$, a radius inside the cell, so the cell error is more than the region beyond the cell boundary: images and background also weaken the field within the cell.

\section{What relaxed and unrelaxed must mean}

\emph{Local relaxation.} Let only the six nearest anions move radially by $s$. The pattern has amplitude $y_a=2\sin(k_aa/2)=O(k)$. After eliminating $p$ the energy is $E_{\rm clamped}+\tfrac12hs^2-q\gamma s$, with gain $q^2\gamma^2/2h$. The summand of $\gamma$ is $y$ times an $O(1/k)$ force, so $n=0$, and that of $h$ has $n=2$. No $1/L$ term arises, and $\varepsilon_\infty$ governs once $L$ far exceeds the relaxed region.

\emph{Frozen distorted geometry.} Put charge $q'$ in the geometry relaxed for $q$. In \eqref{born} set $E_0=q'\sigma$, $\sigma=4\pi/(vk)$, and $w=w_0(q)$. The term $\tfrac12K_{LO}w_0^2$ equals the gain, $(v\sigma^2/8\pi)q^2\Delta$, and the linear term is $-2q'/q$ times this, so $q^2/\varepsilon$ is replaced by
\begin{equation}
B=\frac{q'^2}{\varepsilon_\infty}-(2qq'-q^2)\Delta .
\end{equation}
It gives $q^2/\varepsilon_0$ for $q'=q$ and $q'^2/\varepsilon_\infty$ for $q=0$, so ``unrelaxed'' means a geometry without the $r^{-2}$ displacement field of a charge, here the host geometry. At $q=2q'$ the two ionic terms cancel, so $B=q'^2/\varepsilon_\infty$ there as well, although the geometry is distorted. For $q'=0$, $B=q^2\Delta$: a neutral state in that geometry still carries a $1/L$ error.

\emph{Anisotropy.} Let $K$, and so $\alpha_i$ and $x_i$, depend on the axis $i$. Stationarity reads $\mu_i(1-x_i)=\alpha_i\hat k_i(E_0-4\pi\hat k\cdot\boldsymbol\mu/v)$. Since $4\pi\alpha_i/[v(1-x_i)]=3x_i/(1-x_i)=\varepsilon_i-1$, contraction with $\hat k$ gives $4\pi\hat k\cdot\boldsymbol\mu/v=(1-1/\varepsilon_k)E_0$ with $\varepsilon_k=\sum_i\varepsilon_i\hat k_i^2$, and $4\pi/\varepsilon k^2$ becomes $4\pi/(\mathbf k\cdot\varepsilon\cdot\mathbf k)$. The vectors $k_i'=\sqrt{\varepsilon_i}k_i$ belong to a cell of sides $L/\sqrt{\varepsilon_i}$ and volume $\Omega/\sqrt{\det\varepsilon}$, so the $1/L$ term is $\tfrac12q^2\phi_M/\sqrt{\det\varepsilon}$, with $\phi_M$ the left side of \eqref{mad} for that cell.

\section{MgO-like numbers}

The inputs $a\approx8$ bohr, $\varepsilon_\infty\approx3$, $\varepsilon_0\approx10$, $Z^*\approx2$ are rough sizes for MgO; $q=2$ and $C=0.02$ hartree/bohr$^2$ are chosen. Then $v=128$ bohr$^3$, $Z=2\cdot3/5=1.2$, and $x=(\varepsilon-1)/(\varepsilon+2)$ gives $x_\infty=0.4$, $x_0=0.75$:
\begin{align}
\alpha&=\frac{3\cdot128}{4\pi}\,0.4=12.22,\qquad \frac{Z^2}{K}=\frac{3\cdot128}{4\pi}\,0.35=10.70\ \text{bohr}^3,\\
K&=1.44/10.70=0.1346\ \text{hartree/bohr}^2 .
\end{align}
Equation \eqref{bloch} was evaluated with Ewald sums for $T(\mathbf k)$ and $\mathbf e(\mathbf k)$. The energies for $N=6,8,10,12,14$ fix the five coefficients of $1,L^{-1},L^{-3},L^{-5},L^{-7}$, and the $L^{-1}$ coefficient is read as $-\alpha_Mq^2/2\varepsilon$.
\begin{center}
\begin{tabular}{lcc}
case & $E_\infty$ (hartree) & fitted $\varepsilon$\\
clamped & $-0.599$ & 3.000\\
six anions relaxed & $-0.705$ & 3.000\\
all relaxed & $-0.795$ & 9.999\\
all relaxed, $2C$ & $-0.761$ & 10.000\\
all relaxed, $2A$ along $z$ & $-0.775$ & 8.315
\end{tabular}
\end{center}
Relaxing the six anions alone gains $0.106$ hartree, against $0.196$ for full relaxation, yet leaves the slope at $\varepsilon_\infty$. Doubling $C$ moves $E_\infty$ by $0.034$ hartree and leaves the slope at $\varepsilon_0$. Doubling $A$ along $z$ gives $x_z=0.4+0.175$ and $\varepsilon_{zz}=2.15/0.425=5.06$; the scaled-cell Ewald sum corresponds to $\varepsilon=8.316$, against means of $8.353$ (arithmetic), $7.968$ (geometric) and $7.544$ (harmonic). The closeness of the arithmetic mean is established for this tensor and cubic cell only. For $q'=0,1,3$ the formula gives $B=4\Delta=0.933$, $1/3$ and $3-8\Delta=1.133$, and the fits agree to these digits.

For 216 ions, $L=24$ bohr,
\begin{align}
\frac{\alpha_Mq^2}{2\varepsilon_0L}&=\frac{2.8373\cdot4}{2\cdot10\cdot24}=0.0236\ \text{hartree}\ (0.64\ \text{eV}),\\
\frac{\alpha_Mq^2}{2\varepsilon_\infty L}&=\frac{2.8373\cdot4}{2\cdot3\cdot24}=0.0788\ \text{hartree}\ (2.14\ \text{eV}),
\end{align}
and the difference is $0.0552$ hartree ($1.50$ eV). For the relaxed defect this is $7/3$ of the proper correction, so here using $\varepsilon_\infty$ is worse than no correction (the ratio is $\varepsilon_0/\varepsilon_\infty-1$, which exceeds one when $\varepsilon_0>2\varepsilon_\infty$); for the clamped defect $\varepsilon_0$ leaves $70\%$ of the proper correction undone. The relaxation energy in this cell is $-0.8188+0.6785=-0.1403$ hartree, short of $-0.1965$ by $0.0562$, of which the $1/L$ term is $0.0552$. The error is $2.25$ eV for 64 ions and $1.13$ eV for 512, and it reaches $0.1$ eV at $L=24\times1.50/0.1=360$ bohr.

The residuals, corrected energy minus fitted $E_\infty$ in hartree, are
\begin{center}
\begin{tabular}{lrrr}
ions & 64 & 216 & 512\\
relaxed, $\varepsilon_0$ & $+0.0029$ & $-0.00002$ & $-0.0003$\\
relaxed, $\varepsilon_\infty$ & $+0.0856$ & $+0.0552$ & $+0.0411$\\
clamped, $\varepsilon_\infty$ & $-0.0013$ & $-0.0010$ & $-0.0005$\\
clamped, $\varepsilon_0$ & $-0.0841$ & $-0.0562$ & $-0.0419$
\end{tabular}
\end{center}
The residuals with the right constant do not yet fall as $L^{-3}$. The relaxed one changes sign, so its near-vanishing at 216 ions marks a crossing and is no measure of convergence; the residual times $N^3$ is $+0.023$, $-0.001$, $-0.016$, $-0.027$ hartree at $N=2,3,4,6$ and levels off near $-0.031$ for $N\ge16$ (near $-0.039$ for clamped ions), so a negative $L^{-3}$ term is offset in small cells by positive terms that fall faster. In the 64-ion cell, solved as a dense real-space matrix, the nearest anions move inward by $0.35$ bohr on a 4 bohr bond. A real crystal would be anharmonic there, and the field gradient of $q$ at these anions, dropped at order $q^2$, is already $2qZ/(a/2)^3=0.075$ hartree/bohr$^2$ against a breathing stiffness $h/6=0.29$ per anion, so $E_\infty$ and the relaxation energies belong to the truncated model alone, whereas the $1/L$ term is set by the weak far field.

Numerical values quoted here were computed with a short program.
